# Hylleraas upper bound to E2 and lower bounds to the polarizability: a program that tests the result

```python
"""Hylleraas upper bound to the second-order energy of a ground state.

Result under test: J[phi] = <phi|H0-E0|phi> + 2 Re<phi|V-E1|psi0> >= E2,
so that the polarizability alpha = -2 E2 obeys alpha >= -2 J[phi].
H0, E0, psi0: unperturbed Hamiltonian, its lowest energy and exact state.
V: perturbation per unit field, E1 = <psi0|V|psi0>, phi: trial function.
Example: one electron in a hard-wall box -L/2 < x < L/2, V = x.
Hartree atomic units. A function on the grid is stored as two rows,
its values and its first derivative.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants

L = 10.0
k = np.pi / L
nodes, weights = np.polynomial.legendre.leggauss(200)
x = nodes * L / 2
w = weights * L / 2
rng = np.random.default_rng(7)


def integral(values):
    return float(np.sum(w * values))


def energy_form(f, g, energy):
    """<f|H0-energy|g> for functions that vanish at the walls."""
    return integral(0.5 * f[1] * g[1] - energy * f[0] * g[0])


def dipole(f, g):
    return integral(f[0] * x * g[0])


def hylleraas(phi, psi, energy):
    """Functional for a state of definite parity, for which E1 = 0."""
    return energy_form(phi, phi, energy) + 2 * dipole(phi, psi)


def times(poly, f):
    """Product of a polynomial and a grid function, with derivative."""
    p, dp = poly(x), poly.deriv()(x)
    return np.array([p * f[0], dp * f[0] + p * f[1]])


def second_order_energy(h, v, level, step):
    """Half the curvature of an eigenvalue, by Richardson differences."""
    def eig(s):
        return np.linalg.eigvalsh(h + s * v)[level]

    def half_curvature(s):
        return (eig(s) + eig(-s) - 2 * eig(0.0)) / (2 * s * s)
    return (4 * half_curvature(step) - half_curvature(2 * step)) / 3


# Box states, and the exact second-order energies by two numerical roads
def box_state(n):
    q = n * np.pi / L
    arg = q * (x + L / 2)
    return np.sqrt(2 / L) * np.array([np.sin(arg), q * np.cos(arg)])


size = 30
states = [box_state(n) for n in range(1, size + 1)]
levels = np.array([(n * np.pi / L) ** 2 / 2 for n in range(1, size + 1)])
X = np.array([[dipole(a, b) for b in states] for a in states])
H = np.array([[energy_form(a, b, 0.0) for b in states] for a in states])
assert np.allclose(H, np.diag(levels), atol=1e-9)
psi0, E0 = states[0], levels[0]

alpha_field = -2 * second_order_energy(H, X, 0, 5e-4)
alpha_sum = 2 * np.sum(X[0, 1:] ** 2 / (levels[1:] - E0))
alpha = (15 - np.pi ** 2) * L ** 4 / (12 * np.pi ** 4)
assert abs(alpha_field - alpha) < 1e-4
assert abs(alpha_sum - alpha) < 1e-6
E2 = -alpha / 2

# Closed-form first-order function
s, c = np.sin(k * x), np.cos(k * x)
gap2 = L ** 2 / 4 - x ** 2
psi1 = np.sqrt(2 / L) * np.array([
    x * c / (2 * k ** 2) - gap2 * s / (2 * k),
    c / (2 * k ** 2) + x * s / (2 * k) - gap2 * c / 2])
for state in states[:12]:
    # first-order equation projected on each box state
    assert abs(energy_form(state, psi1, E0) + dipole(state, psi0)) < 1e-9
assert abs(dipole(psi0, psi1) - E2) < 1e-9
assert abs(hylleraas(psi1, psi0, E0) - E2) < 1e-9

# Random trial functions: bound, error identity, optimized amplitude
parabola = np.array([L ** 2 / 4 - x ** 2, -2 * x])
trial_count = 300
best_random = -np.inf
for _ in range(trial_count):
    coefs = rng.normal(size=6) / (L / 2) ** np.arange(6)
    phi = times(Polynomial(coefs), parabola) * rng.uniform(0.01, 1.0)
    J = hylleraas(phi, psi0, E0)
    delta = phi - psi1
    assert J >= E2 - 1e-9
    assert abs(J - E2 - energy_form(delta, delta, E0)) < 1e-9 * (1 + abs(J))
    optimized = 2 * dipole(phi, psi0) ** 2 / energy_form(phi, phi, E0)
    assert -2 * J <= optimized + 1e-8 and optimized <= alpha + 1e-8
    best_random = max(best_random, optimized)

# Trial phi = -c x psi0
x_psi0 = times(Polynomial([0, 1]), psi0)
x2_mean = integral(x ** 2 * psi0[0] ** 2)
stiffness = energy_form(x_psi0, x_psi0, E0)
assert abs(stiffness - 0.5) < 1e-10
c_best = x2_mean / stiffness
bounds = {cc: -2 * hylleraas(-cc * x_psi0, psi0, E0)
          for cc in (3.0, c_best, 20.0)}
bound_one = bounds[c_best]
assert abs(bound_one - 4 * x2_mean ** 2) < 1e-8
assert max(bounds.values()) == bound_one < alpha
delta = -c_best * x_psi0 - psi1
norm_error = np.sqrt(integral(delta[0] ** 2) / integral(psi1[0] ** 2))

# Trial phi = -(c1 x + c2 x^3) psi0
polys = [Polynomial([0, 1]), Polynomial([0, 0, 0, 1])]
pair = [times(p, psi0) for p in polys]
A = np.array([[energy_form(f, g, E0) for g in pair] for f in pair])
A_gradient = np.array([[0.5 * integral(p.deriv()(x) * q.deriv()(x)
                                       * psi0[0] ** 2) for q in polys]
                       for p in polys])
assert np.allclose(A, A_gradient, rtol=1e-9)
b = np.array([dipole(f, psi0) for f in pair])
c_pair = np.linalg.solve(A, b)
phi_pair = -(c_pair[0] * pair[0] + c_pair[1] * pair[1])
bound_two = -2 * hylleraas(phi_pair, psi0, E0)
assert abs(bound_two - 2 * b @ c_pair) < 1e-8
assert bound_one < bound_two < alpha

# Counterexample: second box state, the lowest state of odd parity
E2_odd = second_order_energy(H, X, 1, 5e-4)
others = np.arange(size) != 1
E2_odd_sum = -np.sum(X[1, others] ** 2 / (levels[others] - levels[1]))
assert abs(E2_odd - E2_odd_sum) < 1e-4
J_zero = hylleraas(0 * psi0, states[1], levels[1])
J_ground = hylleraas(-10 * np.sign(X[0, 1]) * psi0, states[1], levels[1])
assert J_ground < J_zero < E2_odd

# Counterexample: approximate ground state with its mean energy
approx = parabola / np.sqrt(integral(parabola[0] ** 2))
E_approx = energy_form(approx, approx, 0.0)
x_approx = times(Polynomial([0, 1]), approx)
x2_approx = integral(x ** 2 * approx[0] ** 2)
stiff_approx = energy_form(x_approx, x_approx, E_approx)
c_approx = x2_approx / stiff_approx
false_bound = -2 * hylleraas(-c_approx * x_approx, approx, E_approx)
overlap = integral(approx[0] * psi0[0])
assert E_approx > E0 and false_bound > alpha

# General complex Hermitian case with a nonzero first-order energy
dim = 8
Z = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
U = np.linalg.qr(Z)[0]
Hm = U @ np.diag(np.arange(dim, dtype=float)) @ U.conj().T
Hm = (Hm + Hm.conj().T) / 2
Z = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
Vm = 0.15 * (Z + Z.conj().T)
em, vm = np.linalg.eigh(Hm)
g0 = vm[:, 0]
E1m = np.vdot(g0, Vm @ g0).real
E2m = second_order_energy(Hm, Vm, 0, 1e-3)
shifted = Hm - em[0] * np.eye(dim)


def matrix_functional(phi, first):
    linear = np.vdot(phi, Vm @ g0 - first * g0).real
    return np.vdot(phi, shifted @ phi).real + 2 * linear


g1 = -np.linalg.pinv(shifted, rcond=1e-10) @ (Vm @ g0 - E1m * g0)
J_exact = matrix_functional(g1, E1m)
assert abs(J_exact - E2m) < 1e-6
for _ in range(300):
    noise = rng.normal(size=dim) + 1j * rng.normal(size=dim)
    trial = g1 + rng.uniform(0.01, 1) * noise
    assert matrix_functional(trial, E1m) >= E2m - 1e-6
moved = g1 - 10 * np.sign(E1m) * g0
J_moved = matrix_functional(moved, E1m)
J_without = matrix_functional(moved, 0.0)
assert abs(J_moved - J_exact) < 1e-9
assert abs(E1m) > 1e-3 and J_without < E2m - 1e-3

au_si = constants.value("atomic unit of electric polarizability")
print(f"box length L = {L:.1f} bohr")
print(f"ground energy E0 = {E0:.6f} hartree")
print(f"gap to second state = {levels[1] - E0:.6f} hartree")
print("Polarizabilities and second-order energies in atomic units:")
print(f"alpha, closed form = {alpha:.4f}")
print(f"alpha, finite field = {alpha_field:.4f}")
print(f"alpha, sum over states = {alpha_sum:.4f}")
print(f"E2 = {E2:.4f}")
print(f"alpha in SI = {alpha * au_si:.4e} C^2 m^2/J")
print("Trial -c x psi0, c in atomic units:")
print(f"<x^2> in psi0 = {x2_mean:.5f} bohr^2")
print(f"<x psi0|H0-E0|x psi0> = {stiffness:.5f} a.u.")
for cc, value in bounds.items():
    print(f"c = {cc:.4f}: lower bound = {value:.4f}")
print(f"relative norm error of best trial = {100 * norm_error:.2f} %")
print(f"shortfall of its bound = {100 * (1 - bound_one / alpha):.2f} %")
print("Trial -(c1 x + c2 x^3) psi0:")
print(f"c1 = {c_pair[0]:.5f} a.u., c2 = {c_pair[1]:.6f} a.u.")
print(f"lower bound = {bound_two:.5f}, alpha = {alpha:.5f}")
print(f"shortfall = {100 * (1 - bound_two / alpha):.4f} %")
print(f"two-term bound in SI = {bound_two * au_si:.4e} C^2 m^2/J")
print(f"random trials tested = {trial_count}")
print(f"best optimized random bound = {best_random:.4f}")
print("Second box state (lowest odd state), a.u.:")
print(f"true E2 = {E2_odd:.4f}, true alpha = {-2 * E2_odd:.4f}")
print(f"J for phi = 0: {J_zero:.4f}")
print(f"J for ground-state trial, amplitude 10: {J_ground:.4f}")
print("Parabola in place of psi0:")
print(f"overlap with psi0 = {overlap:.6f}")
print(f"mean energy = {E_approx:.6f} hartree")
print(f"<x^2> = {x2_approx:.5f} bohr^2")
print(f"quadratic coefficient = {stiff_approx:.5f} a.u.")
print(f"best c = {c_approx:.4f} a.u.")
print(f"false lower bound = {false_bound:.4f} a.u.")
print(f"excess over alpha = {100 * (false_bound / alpha - 1):.2f} %")
print("Random Hermitian matrix, dimensionless:")
print(f"dimension = {dim}, E1 = {E1m:.5f}")
print(f"E2 from eigenvalue curvature = {E2m:.5f}")
print(f"J at psi1 = {J_exact:.5f}")
print(f"J after adding a multiple of psi0 = {J_moved:.5f}")
print(f"same trial with E1 omitted = {J_without:.5f}")
print("all tests passed")
```

It prints:

```
box length L = 10.0 bohr
ground energy E0 = 0.049348 hartree
gap to second state = 0.148044 hartree
Polarizabilities and second-order energies in atomic units:
alpha, closed form = 43.8905
alpha, finite field = 43.8905
alpha, sum over states = 43.8905
E2 = -21.9452
alpha in SI = 7.2366e-40 C^2 m^2/J
Trial -c x psi0, c in atomic units:
<x^2> in psi0 = 3.26727 bohr^2
<x psi0|H0-E0|x psi0> = 0.50000 a.u.
c = 3.0000: lower bound = 30.2073
c = 6.5345: lower bound = 42.7003
c = 20.0000: lower bound = -138.6181
relative norm error of best trial = 7.29 %
shortfall of its bound = 2.71 %
Trial -(c1 x + c2 x^3) psi0:
c1 = 7.45425 a.u., c2 = -0.093830 a.u.
lower bound = 43.88980, alpha = 43.89046
shortfall = 0.0015 %
two-term bound in SI = 7.2365e-40 C^2 m^2/J
random trials tested = 300
best optimized random bound = 42.3105
Second box state (lowest odd state), a.u.:
true E2 = 6.5441, true alpha = -13.0883
J for phi = 0: 0.0000
J for ground-state trial, amplitude 10: -50.8297
Parabola in place of psi0:
overlap with psi0 = 0.999277
mean energy = 0.050000 hartree
<x^2> = 3.57143 bohr^2
quadratic coefficient = 0.57143 a.u.
best c = 6.2500 a.u.
false lower bound = 44.6429 a.u.
excess over alpha = 1.71 %
Random Hermitian matrix, dimensionless:
dimension = 8, E1 = 0.17191
E2 from eigenvalue curvature = -0.24034
J at psi1 = -0.24034
J after adding a multiple of psi0 = -0.24034
same trial with E1 omitted = -3.67860
all tests passed
```
